\section*{Averaged Green function and localization length in a weakly disordered chain}

\section{Two averages}

\textbf{Q:} I want the localization length of a disordered chain. I average the retarded Green function over many samples and fit an exponential to its modulus. Across 240 disordered sites the average is 0.1242 of the clean value, so the localization length is $240/\ln(1/0.1242)\approx115$ sites. Localized states decay, the Green function is built from them, and its average must decay over the same length.

\textbf{A:} The last step does not follow. Each sample contributes a complex number, and complex numbers can have a small sum without being small themselves. Let us compute the decay of one sample and the decay of the average separately. What is your chain?

\textbf{Q:} Independent electrons with hopping $-t$ and random site energies:
\begin{equation}
(H\psi)_n=\varepsilon_n\psi_n-t(\psi_{n+1}+\psi_{n-1}),\qquad E=-2t\cos k,\quad 0<k<\pi .
\end{equation}
The $\varepsilon_n$ are independent and uniform over a full width $W=0.6t$, and $E=-0.7t$.

\textbf{A:} I measure length in sites and set $\hbar=1$. For the derivation I need the $\varepsilon_n$ to be independent, symmetric about zero, of variance $s^2$, and bounded by a fixed multiple of $s$. I then take $s$ small. Your distribution qualifies, with $s^2=W^2/12=0.0300\,t^2$.

By localization length I mean $1/\gamma$, where $\gamma$ is the Lyapunov exponent, the growth rate per site of a generic solution of $H\psi=E\psi$. Put the disordered segment of $L$ sites between clean leads, and let $T_L$ be the Green function across it divided by its clean value. In the basis of right- and left-moving waves, the transfer matrix of the segment has elements of modulus $1/|T_L|$ and $|r_L|/|T_L|$, where $r_L$ is a reflection amplitude and $|r_L|<1$. The matrix therefore grows as $1/|T_L|$, and the two rates to compare are
\begin{equation}
\gamma=-\lim_{L\to\infty}\frac{\langle\ln|T_L|\rangle}{L},\qquad
\kappa=-\lim_{L\to\infty}\frac{\ln|\langle T_L\rangle|}{L}.
\end{equation}
Your fit estimates $\kappa$.

\section{Adding one site}

\textbf{Q:} How do you get $T_L$ without averaging first?

\textbf{A:} By adding sites one at a time. The clean retarded function is
\begin{equation}
G_0(n)=\frac{e^{ik|n|}}{2it\sin k}.
\end{equation}
It is outgoing, because the velocity $v=dE/dk=2t\sin k$ is positive. Its prefactor $C$ follows from the equation at the source,
\begin{equation}
EC+2tCe^{ik}=C(-2t\cos k+2te^{ik})=2it\sin k\;C=1 .
\end{equation}

Now place one site energy $\varepsilon$ at site $j$. The equation $G=G_0+G_0\varepsilon G$, taken at $j$, gives $G(j,0)=G_0(j)/[1-\varepsilon G_0(0)]$. With
\begin{equation}
\alpha=\frac{\varepsilon}{2t\sin k},\qquad \varepsilon G_0(0)=-i\alpha ,
\end{equation}
the transmission and reflection amplitudes of this site are
\begin{equation}
\tau_1=\frac1{1+i\alpha},\qquad \rho_1=\tau_1-1=\frac{-i\alpha}{1+i\alpha}.
\end{equation}

Suppose $L$ sites are in place, and let $r$ be their reflection amplitude for a wave coming from the right, with its phase referred to the position of the next site. A wave transmitted by the segment may bounce between segment and new site any number of times before it leaves:
\begin{equation}
T_{L+1}=T_L\tau_1\left(1+\rho_1r+\rho_1^2r^2+\dots\right)=\frac{T_L\tau_1}{1-\rho_1r}.
\end{equation}
The series converges, since $|\rho_1|<1$ and $|r|\le1$. Multiplying numerator and denominator by $1+i\alpha$ gives
\begin{equation}
T_{L+1}=\frac{T_L}{1+x},\qquad x=i\alpha(1+r). \label{step}
\end{equation}

The reflection amplitude changes as well. The same sum over bounces gives
\begin{align}
\rho_1+\frac{\tau_1^2r}{1-\rho_1r}
&=\frac{-i\alpha(1+x)+r}{(1+i\alpha)(1+x)}\nonumber\\
&=\frac{(1+i\alpha)(r-x)}{(1+i\alpha)(1+x)}=\frac{r-x}{1+x}.
\end{align}
To check the second line, expand both numerators; each equals $r-i\alpha+\alpha^2(1+r)$. Moving the reference point one site to the right adds one lattice spacing on the way in and one on the way out, so
\begin{equation}
r'=e^{2ik}\,\frac{r-x}{1+x}. \label{reflection}
\end{equation}
The start is $T_0=1$, $r_0=0$. No weak-disorder approximation has been made. For a segment of 12 sites, the product of these factors agrees with direct inversion of the matrix to a relative error of $2\times10^{-15}$.

\section{Where the factor two comes from}

\textbf{Q:} So each site contributes a factor $1/(1+x)$. If the average of a product of independent factors is the product of averages, should the two rates not agree?

\textbf{A:} They would if the logarithm of an average were the average of the logarithm. Compare the two for this factor. The new $\alpha$ is independent of everything to its left, so average over it at fixed $r$. Its variance is
\begin{equation}
\sigma^2=\frac{s^2}{4t^2\sin^2k},
\end{equation}
which gives $\langle x\rangle=0$ and $\langle x^2\rangle=-\sigma^2(1+r)^2$. The minus sign comes from $i^2$. Then
\begin{align}
\langle-\ln(1+x)\rangle&=\left\langle-x+\tfrac12x^2\right\rangle=-\tfrac12\sigma^2(1+r)^2, \label{logmean}\\
\left\langle\frac1{1+x}\right\rangle&=\langle1-x+x^2\rangle=1-\sigma^2(1+r)^2, \label{mean}
\end{align}
up to terms of order $\sigma^4$; the cubic terms vanish by symmetry. The coefficient of $x^2$ is one half in the first expansion and one in the second.

\textbf{Q:} But $r$ is still there. In a long sample almost everything is reflected, so $|r|$ approaches one. You cannot drop it.

\textbf{A:} Its modulus is not small, but the averages that matter are. Take the logarithm first. Since $x$ has zero mean, \eqref{reflection} says that $\langle r^m\rangle$ is multiplied by $e^{2imk}$ at each site, apart from a change of order $\sigma^2$. This change is bounded because $|r|\le1$. Average the recursion over all positions in a long segment and denote the result by a bar. The averages of $\langle r^m\rangle$ before and after a step differ only by end terms of order $1/L$, so
\begin{equation}
(1-e^{2imk})\,\overline{\langle r^m\rangle}=O(\sigma^2)+O(1/L).
\end{equation}
Expanding $(1+r)^2=1+2r+r^2$ in \eqref{logmean}, we need $m=1$ and $m=2$. Both averages are of order $\sigma^2$ if neither $e^{2ik}$ nor $e^{4ik}$ is close to one. The first condition excludes the band edges, the second also the band centre, $k=\pi/2$. Elsewhere
\begin{equation}
\gamma=\frac{\sigma^2}{2}=\frac{s^2}{8t^2\sin^2k}. \label{gamma}
\end{equation}

\textbf{Q:} For the averaged Green function, $T$ and $r$ are correlated. You cannot average $r$ by itself there.

\textbf{A:} Correct, so follow the joint moments $A_m=\langle T r^m\rangle$. One step multiplies $T r^m$ by
\begin{equation}
e^{2imk}\,\frac{(1-x/r)^m}{(1+x)^{m+1}} .
\end{equation}
The second-order part of $(r-x)^m(1+x)^{-m-1}$ is
\begin{equation}
x^2\left[\tfrac{m(m-1)}2r^{m-2}+m(m+1)r^{m-1}+\tfrac{(m+1)(m+2)}2r^m\right].
\end{equation}
Replace $x^2$ by $-\sigma^2(1+2r+r^2)$ and collect powers of $r$:
\begin{align}
A_m'={}&e^{2imk}\Big\{A_m-\sigma^2\Big[\tfrac{m(m-1)}2A_{m-2}+2m^2A_{m-1}\nonumber\\
&+(3m^2+3m+1)A_m+2(m+1)^2A_{m+1}\nonumber\\
&+\tfrac{(m+1)(m+2)}2A_{m+2}\Big]\Big\}. \label{moments}
\end{align}
This is a linear recursion. Without disorder its eigenvalues are the phases $e^{2imk}$. With weak disorder their moduli become $1-(3m^2+3m+1)\sigma^2$ to first order, so $m=0$ decays most slowly. Its coupling to $m=1$ and $m=2$ changes its eigenvalue by terms of order $\sigma^4/|1-e^{2ik}|$ and $\sigma^4/|1-e^{4ik}|$, as in ordinary second-order perturbation theory. Under the same conditions as before the eigenvalue is $1-\sigma^2$, and
\begin{equation}
\kappa=\sigma^2=\frac{s^2}{4t^2\sin^2k}=2\gamma . \label{kappa}
\end{equation}
To leading order, the averaged function decays over half the localization length.

\section{What the average destroys}

\textbf{Q:} Where does the extra decay go? The Hamiltonian is Hermitian, so nothing is absorbed.

\textbf{A:} It is cancellation between samples. Write $r=|r|e^{i\theta}$. The random first-order change of $\ln T$ at one site is
\begin{equation}
-x=\alpha|r|\sin\theta-i\alpha(1+|r|\cos\theta).
\end{equation}
The real part changes the modulus of $T$, the imaginary part its phase. With $\theta$ evenly spread, their variances per site are
\begin{equation}
V_{\rm mod}=\tfrac12\sigma^2|r|^2,\qquad
V_{\rm ph}=\sigma^2\left(1+\tfrac12|r|^2\right),
\end{equation}
and their covariance vanishes. To second order, the logarithm of the mean factor is the mean logarithm plus half the mean square of $-x$:
\begin{equation}
-\kappa=-\gamma+\tfrac12(V_{\rm mod}-V_{\rm ph})=-\tfrac12\sigma^2-\tfrac12\sigma^2 .
\end{equation}
Fluctuations of the modulus raise the mean, because strongly transmitting samples weigh more. Fluctuations of the phase lower it, and they exceed the others by $\sigma^2$ whatever $|r|$ is.

\textbf{Q:} Then I can repair my method by averaging $|G|$.

\textbf{A:} That removes the phases but keeps the excess weight of strongly transmitting samples. For your 240 sites, 200\,000 samples give
\begin{center}
\begin{tabular}{lcc}
quantity & value & $-\ln(\text{value})/240$\\ \hline
$\langle|T|\rangle$ & 0.4396 & 0.0034\\
$\exp\langle\ln|T|\rangle$ & 0.3561 & 0.0043\\
$|\langle T\rangle|$ & 0.1242 & 0.0087
\end{tabular}
\end{center}
The middle row is the one to use. The first suggests too long a localization length at this segment length, the last too short a one.

\textbf{Q:} Does this fit the usual self-energy argument, in which the average decays because of scattering?

\textbf{A:} It does, and it shows which length you measured. To second order in the disorder, only repeated scattering from the same site survives the average, which gives
\begin{equation}
\Sigma=s^2G_0(0)=-\frac{is^2}{2t\sin k}.
\end{equation}
The averaged function is then the clean one at energy $E-\Sigma=-2t\cos q$. Setting $q=k+\delta k$ and expanding,
\begin{equation}
-\Sigma=2t\sin k\,\delta k,\qquad \delta k=\frac{is^2}{4t^2\sin^2k}=i\sigma^2 ,
\end{equation}
so the amplitude falls as $e^{-\sigma^2L}$, in agreement with \eqref{kappa}. The lifetime $\tau$ obeys $1/\tau=2|{\rm Im}\,\Sigma|$, and the mean free path is
\begin{equation}
l=v\tau=\frac{2t\sin k}{2s^2/(2t\sin k)}=\frac1{2\sigma^2}.
\end{equation}
Hence $1/\kappa=2l$ and $1/\gamma=4l$. Your fit determines the mean free path. In this model, and in this regime, the localization length is four times as long.

\section{The numbers for this chain}

\textbf{Q:} Put in my parameters.

\textbf{A:} From $\cos k=0.35$ we have $k=1.2132$ and $2\sin k=1.8735$. Then
\begin{equation}
\sigma^2=\frac{0.0300}{1.8735^2}=0.00855,\qquad \frac{\sigma^2}2=0.00427 .
\end{equation}
The mean free path is 58.5 sites, the decay length of the averaged function 117 sites, and the localization length 234 sites.

The growth of wave functions, which uses no Green function, gives $\gamma=0.00430$. The sampled average gives $\kappa=0.00869$, and the ratio of the two is 2.02. The standard error of $\langle T\rangle$ is 0.0011, or 0.9\% of its modulus. Since $\kappa=-\ln|\langle T\rangle|/240$, this is a standard error of at most about $0.009/240\approx0.00004$ in $\kappa$; only the part of the error along $\langle T\rangle$ changes the modulus. A standard error does not bound the actual deviation. The noise-free recursion described next gives $|\langle T\rangle|=0.1260$ at 240 sites, or $\kappa=0.00863$, so this sample lies $0.00006$ too high in $\kappa$.

\textbf{Q:} Is the remaining excess over two noise, or is it real?

\textbf{A:} Part of it is real. The one-step recursion can be averaged numerically over the uniform distribution without expanding in $\alpha$, which removes the sampling noise. At fixed $E=-0.7t$ it gives $\kappa/\gamma=2.0102$, $2.0026$ and $2.0006$ for $W/t=0.6$, $0.3$ and $0.15$. The excess falls by a factor of four when $W$ is halved, as a correction proportional to $\sigma^2$ should.

\textbf{Q:} My real chain has no clean leads. It is disordered everywhere.

\textbf{A:} Let there be finite disordered pieces outside the segment, with reflection amplitudes $\rho_a$ on the left and $\rho_b$ on the right. A source next to the left piece sends out a direct and a reflected wave, so the recursion starts from $A_m(0)=\langle(1+\rho_a)\rho_a^m\rangle$ instead of $A_m(0)=\delta_{m0}$. At the right end, bounces between segment and outer piece give
\begin{equation}
\left\langle\frac{T(1+\rho_b)}{1-r\rho_b}\right\rangle=\sum_{m\ge0}A_m\left\langle(1+\rho_b)\rho_b^m\right\rangle ,
\end{equation}
because $\rho_b$ is independent of $T$ and $r$. The recursion itself is unchanged, and at large distance every $A_m$ follows its slowest eigenvalue. The surroundings alter the prefactor, not the rate. With 100 disordered sites beyond each end, sampling gives $\kappa=0.00877$, which is 1.6\% above the noise-free value $0.00863$ for this disorder. I have no separate error estimate for that sampled figure.

\section{Where two is not the answer}

\textbf{Q:} Then I may keep my method and double the length.

\textbf{A:} Under the stated conditions, yes, as long as the average stands well clear of its sampling error. The modulus of single samples decays more slowly than the average, so at a fixed number of samples the relative error grows with distance, and in a long enough segment the average is lost in noise. Two cases show why the stated conditions matter. The first is the band centre. At $k=\pi/2$ we have $e^{4ik}=1$, so $m=0$ and $m=2$ turn together and their coupling is no longer a small correction. Odd $m$ have the phase $-1$ and still drop out at leading order. The higher even $m$ also turn with $m=0$, but they are coupled to it only through $m=2$ and decay much faster: the coefficient $3m^2+3m+1$ is 19 for $m=2$ and already 61 for $m=4$. For an estimate, leave them out. Keep $m=0$ and $m=2$ in \eqref{moments} and write the eigenvalue as $1-\mu\sigma^2$:
\begin{equation}
(1-\mu)(19-\mu)=1,\qquad \mu=10-\sqrt{82}\approx0.945 .
\end{equation}
For $\gamma$ we need $\langle r^2\rangle$. The second-order part of $(r-x)^2(1+x)^{-2}$ is $x^2(1+4r+3r^2)$. Multiplying by $-\sigma^2(1+2r+r^2)/x^2$ and keeping the powers $r^0$ and $r^2$, again without the small $\langle r^4\rangle$, gives the approximate stationary condition
\begin{equation}
1+(3+8+1)\langle r^2\rangle\approx0,\qquad \langle r^2\rangle\approx-\tfrac1{12}.
\end{equation}
With \eqref{logmean}, $2\gamma/\sigma^2\approx1-\tfrac1{12}\approx0.917$. Both rates drop, $\gamma$ more than $\kappa$, and the ratio is $2\times0.945/0.917\approx2.06$. The recursion with many moments, at $W=0.15t$, gives $0.943$, $0.914$ and a ratio of $2.06$.

\textbf{Q:} How close to the centre must I be to notice?

\textbf{A:} Near the centre $k\approx\pi/2+E/(2t)$, so the phase mismatch between $m=0$ and $m=2$ is $4k-2\pi\approx2E/t$. Their decay differs by $(19-1)\sigma^2$. The two are equal at $|E|\approx9\sigma^2t$. For $W=0.6t$, $\sigma^2=0.0300/4=0.0075$ there, which gives $|E|\approx0.07t$. This is the scale on which each rate changes. The ratio changes less, because both rates drop together. Let $y=2|E|/(\sigma^2t)$. With the phase mismatch included, the same two-moment estimate lowers $\kappa/\sigma^2$ by about $18/(18^2+y^2)$ and $2\gamma/\sigma^2$ by about $12/(12^2+y^2)$. Close to the centre the second reduction is the larger and the ratio exceeds two; farther out the first is the larger and, in the weak-disorder limit at fixed $y$, the ratio lies slightly below two. At this fixed $W$ and $E=-0.1t$ the estimate gives $1.993$. The computed ratio there is $2.000$, with both rates 1\% below \eqref{gamma} and \eqref{kappa}, because the finite-disorder correction happens to make up the difference. The computed ratio is $2.047$ at $-0.02t$ and $2.070$ at the centre. The last value includes the finite-disorder correction, which is why it lies above the weak-disorder one.

\textbf{Q:} That is still only a few per cent. What is the second case?

\textbf{A:} A distribution without a finite variance. Let the site energies have the Cauchy density $(\delta/\pi)/(\varepsilon^2+\delta^2)$. For a function of $\varepsilon$ that is analytic in the lower half-plane and grows there no faster than a logarithm, closing the contour below gives the average as the value at $\varepsilon=-i\delta$.

Both $1/(1+x)$ and $\ln(1+x)$ are such functions. Their singularity is at $\alpha=i/(1+r)$, and ${\rm Re}[1/(1+r)]\ge\tfrac12$ for $|r|\le1$, so it lies in the upper half-plane. Replacing $\varepsilon$ by $-i\delta$ amounts to absorption, which keeps $|r|\le1$, and the argument can be repeated for every site. Therefore
\begin{equation}
\langle T_L\rangle=T_L\big|_{\varepsilon_n=-i\delta},\qquad
\langle\ln T_L\rangle=\ln T_L\big|_{\varepsilon_n=-i\delta}.
\end{equation}
The logarithm of the average and the average of the logarithm now coincide, so $\kappa=\gamma$. The common rate is the imaginary part of $q$ in $-2t\cos q=E+i\delta$, which for small $\delta$ is $\delta/(2t\sin k)$.

\textbf{Q:} So for that disorder my belief is right.

\textbf{A:} Yes. At the same energy, $E=-0.7t$, and with $\delta=0.016t$, the common rate is $0.016/1.8735=0.00854$. Wave-function growth gives $0.00860$, and the sampled average over 120 sites gives $0.00855$.

Now compare this chain with yours. The averaged Green functions decay at nearly the same rate, over about 117 sites. The localization length is 117 sites in the Cauchy chain and about 234 in yours. The decay of the averaged function therefore does not fix the localization length unless the kind of disorder is also known.

\textbf{Q:} And if I do not know the kind of disorder?

\textbf{A:} Average $\ln|G|$ instead of $G$, and take its slope with distance. If you have only one distance, divide $G$ by its clean value first, as you did; otherwise the constant prefactor of $G$ enters the estimated rate. From the samples you already have, $\ln(1/0.3561)/240=0.00430$ per site, which gives 232 sites. That estimate uses the definition of $\gamma$ and needs no factor from weak-disorder theory. It needs a segment long enough for end effects to be small. The numerical output below lists the rates for all the cases we discussed.

\section*{Values computed for the example and the checks}
\begin{verbatim}
energy E = -0.7 t, uniform disorder full width W = 0.6 t
wave number k = 1.2132 rad per site
velocity 2 sin k = 1.8735 t sites (hbar = 1)
site-energy variance s^2 = 0.0300 t^2
sigma2 = predicted kappa = 0.008547 per site
sigma2/2 = predicted gamma = 0.004274 per site
predicted localization length 1/gamma = 234.0 sites
predicted decay length of <G>, 1/kappa = 117.0 sites
mean free path l = v tau = 58.5 sites
Im self-energy = -0.01601 t
kappa from self-energy = 0.008547 per site
product formula, 12 sites: relative error = 2.2e-15
gamma from wave-function growth = 0.004302 per site
kappa from sampled <G>, 240 sites = 0.008692 per site
sampled ratio kappa/gamma = 2.020
number of samples of G = 200000
mean modulus <|T|> at 240 sites = 0.4396
typical modulus exp<ln|T|> at 240 sites = 0.3561
modulus of mean |<T>| at 240 sites = 0.1242
standard error of <T> = 0.0011
|<T>| from moment recursion = 0.1260
kappa, 100 disordered sites outside each end = 0.008773 per site
moment recursion: kappa = 0.008633, gamma = 0.004294 per site
W = 0.6 t: kappa/gamma = 2.01025
W = 0.3 t: kappa/gamma = 2.00256
W = 0.15 t: kappa/gamma = 2.00064
E = -1.4 t, W = 0.6 t: kappa/sigma2 = 1.0164, 2gamma/sigma2 = 1.0084, kappa/gamma = 2.0157
E = -0.7 t, W = 0.6 t: kappa/sigma2 = 1.0100, 2gamma/sigma2 = 1.0049, kappa/gamma = 2.0102
E = -0.1 t, W = 0.6 t: kappa/sigma2 = 0.9899, 2gamma/sigma2 = 0.9897, kappa/gamma = 2.0003
E = -0.02 t, W = 0.6 t: kappa/sigma2 = 0.9536, 2gamma/sigma2 = 0.9317, kappa/gamma = 2.0470
E = 0.0 t, W = 0.6 t: kappa/sigma2 = 0.9487, 2gamma/sigma2 = 0.9167, kappa/gamma = 2.0697
band centre, W = 0.15 t: kappa/sigma2 = 0.9430
band centre, W = 0.15 t: 2gamma/sigma2 = 0.9141
band centre, W = 0.15 t: kappa/gamma = 2.0634
Cauchy disorder, half-width = 0.016 t, segment = 120 sites
Cauchy: common rate from formula = 0.008540 per site
Cauchy: gamma from growth = 0.008597 per site
Cauchy: kappa from sampled <G> = 0.008548 per site
\end{verbatim}
